**Hydrogen recombination coefficients from the Milne relation**

The program computes the radiative recombination coefficients of hydrogen at 10⁴ K: 4.17×10⁻¹³ cm³/s for all shells (case A) and 2.58×10⁻¹³ cm³/s without n = 1 (case B). The Milne relation is σ_fb = 2n²(aω/k)²σ_bf in atomic units, where σ_bf and σ_fb are the photoionisation and capture cross sections, a is the fine-structure constant, ω the photon energy and k the electron momentum. Radial dipole integrals come from a downward recursion in l and are asserted to agree with quadrature over explicit wave functions for n = 3. Closure of ⟨r²⟩ in the 1s state tests the energy normalisation. For n = 2, the Milne cross section is asserted to match spontaneous emission computed from the three-dimensional Coulomb scattering wave. A further assertion balances ionisation and capture for Saha populations in Planck radiation, with stimulated capture included. The program also asserts the convergence of the thermal integral for three shells, the extrapolation law on shells 151 to 300, and agreement of both totals with the two-digit values 4.2×10⁻¹³ and 2.6×10⁻¹³ cm³/s. The output shows that n = 1 supplies 38% of the case A coefficient and that shells above 300 add 1.67×10⁻¹⁶ cm³/s.

## Numerical check

```python
"""Radiative recombination of hydrogen from photoionisation by detailed balance.

Result under test: at T = 1e4 K the recombination coefficient summed over all
shells (case A) is about 4.2e-13 cm^3/s, and without n = 1 (case B) 2.6e-13.
Milne relation: sigma_fb = 2 n^2 (a w / k)^2 sigma_bf   (atomic units)
  a = fine-structure constant, k = electron momentum, E = k^2/2,
  w = E + 1/(2 n^2) = photon energy, sigma_bf = shell-averaged photoionisation.
Radial dipole integrals, free functions normalised per unit energy:
  X_l = <n,l-1| r |k,l>,   Y_l = <n,l| r |k,l-1>,
obtained by a downward ladder in l from the closed form of X_n.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.special import gammaln, eval_genlaguerre

FINE = const.fine_structure
BOHR_CM = const.physical_constants["Bohr radius"][0] * 100
HARTREE_J = const.physical_constants["Hartree energy"][0]
AREA = BOHR_CM**2                          # cm^2 per atomic unit of area
RATE = AREA * FINE * const.c * 100         # cm^3/s per atomic unit


def gauss(lower, upper, count):
    x, w = np.polynomial.legendre.leggauss(count)
    half = 0.5 * (upper - lower)
    return lower + half * (x + 1), half * w


def ladder(n, k):
    """Yield l, ln(scale), X_l/scale, Y_l/scale for l = n, ..., 1."""
    k = np.atleast_1d(np.asarray(k, float))
    s = np.arange(1, n + 1)[:, None]
    ln_square = ((2*n + 4)*np.log(2) + (2*n + 1)*np.log(2/n)
                 - gammaln(2*n + 1) - 2*np.log(n)
                 + np.log1p((s*k)**2).sum(axis=0)
                 - np.log(-np.expm1(-2*np.pi/k))
                 - (2*n + 4)*np.log(1/n**2 + k**2)
                 - 4*np.arctan(n*k)/k)
    ln_scale = 0.5 * ln_square
    X, Y = np.ones_like(k), np.zeros_like(k)
    yield n, ln_scale, X, Y
    for l in range(n - 1, 0, -1):
        free = np.sqrt(k**2 + 1/(l + 1)**2) * X
        bound = np.sqrt(1/(l + 1)**2 - 1/n**2) * Y
        X = ((2*l + 1)*free + bound) / (2*l*np.sqrt(1/l**2 - 1/n**2))
        Y = ((2*l + 1)*bound + free) / (2*l*np.sqrt(k**2 + 1/l**2))
        size = X + Y
        X, Y, ln_scale = X/size, Y/size, ln_scale + np.log(size)
        yield l, ln_scale, X, Y


def shell_strength(n, k):
    return sum(np.exp(2*ln_s)*l*(X**2 + Y**2) for l, ln_s, X, Y in ladder(n, k))


def sigma_bf(n, k):
    w = 0.5*k**2 + 0.5/n**2
    return 4*np.pi**2*FINE/3 * w/n**2 * shell_strength(n, k)


def milne(n, k, photo):
    w = 0.5*k**2 + 0.5/n**2
    return 2*n**2 * (FINE*w/k)**2 * photo


def energy_grid(n, top, count):
    t, weight = gauss(0, np.log1p(2*n**2*top), count)
    return np.expm1(t)/(2*n**2), weight*np.exp(t)/(2*n**2)


def maxwell(E, T):
    return 2*np.sqrt(E/np.pi) * T**-1.5 * np.exp(-E/T)


def alpha_shell(n, T, count=48):
    E, dE = energy_grid(n, 40*T, count)
    k = np.sqrt(2*E)
    return np.sum(dE * k * maxwell(E, T) * milne(n, k, sigma_bf(n, k)))


def bound_radial(n, l, r):
    rho = 2*r/n
    norm = np.exp(0.5*(gammaln(n - l) - gammaln(n + l + 1))) / n
    return norm*np.exp(-rho/2)*rho**(l + 1)*eval_genlaguerre(n-l-1, 2*l+1, rho)


# Test: ladder integrals against quadrature over explicit wave functions, n = 3
k_test = 0.4
r, dr = gauss(0, 110, 100)
free_wave = [np.sqrt(2/(np.pi*k_test)) * np.array(
    [float(mp.re(mp.coulombf(l, -1/k_test, k_test*x))) for x in r])
    for l in range(4)]
ladder_error = 0.0
for l, ln_s, X, Y in ladder(3, k_test):
    direct = np.sum(dr*bound_radial(3, l - 1, r)*r*free_wave[l])
    ladder_error = max(ladder_error, abs(np.exp(ln_s[0])*X[0]/direct - 1))
    if l < 3:
        direct = np.sum(dr*bound_radial(3, l, r)*r*free_wave[l - 1])
        ladder_error = max(ladder_error, abs(np.exp(ln_s[0])*Y[0]/direct - 1))
assert ladder_error < 1e-6

# Test: closure, bound plus free p states exhaust <r^2> of the 1s state
r, dr = gauss(0, 60, 200)
ground = bound_radial(1, 0, r)
mean_r2 = np.sum(dr*ground**2*r**2)
last = 60
discrete = [np.sum(dr*ground*r*bound_radial(n, 1, r))**2
            for n in range(2, last + 1)]
bound_part = sum(discrete) + discrete[-1]*last**3/(2*(last + 0.5)**2)
E, dE = energy_grid(1, 1e4, 120)
free_part = np.sum(dE*shell_strength(1, np.sqrt(2*E)))
assert abs(bound_part + free_part - mean_r2) < 2e-5   # n^-3 tail of the sum

# Test: Milne relation for n = 2 against spontaneous emission computed with
# the complete three-dimensional Coulomb scattering wave of unit density
k_wave = 0.5
r, dr = gauss(0, 50, 50)
mu, dmu = gauss(-1, 1, 32)
R, MU = np.meshgrid(r, mu, indexing="ij")
volume = 2*np.pi*R**2*np.outer(dr, dmu)
hyper = np.array([[complex(mp.hyp1f1(1j/k_wave, 1, 1j*k_wave*x*(1 - m)))
                   for m in mu] for x in r])
density0 = (2*np.pi/k_wave)/(-np.expm1(-2*np.pi/k_wave))
psi = np.sqrt(density0)*np.exp(1j*k_wave*R*MU)*hyper
decay = np.exp(-R/2)
d_2s = np.sum(volume*(1 - R/2)*decay/np.sqrt(8*np.pi)*R*MU*psi)
d_2pz = np.sum(volume*decay/np.sqrt(32*np.pi)*(R*MU)**2*psi)
d_2px = np.sum(volume*decay/np.sqrt(32*np.pi)*R**2*(1 - MU**2)/2*psi)
dipole2 = abs(d_2s)**2 + abs(d_2pz)**2 + 2*abs(d_2px)**2
w_wave = 0.5*k_wave**2 + 1/8
emission = 4/3*FINE**3*w_wave**3*dipole2/k_wave
by_milne = milne(2, k_wave, sigma_bf(2, k_wave)[0])
assert abs(by_milne/emission - 1) < 1e-6

# Test: Saha populations in Planck radiation are stationary (n = 2, hot gas)
T_hot = 0.2
E, dE = energy_grid(2, 40*T_hot, 80)
k = np.sqrt(2*E)
w = E + 1/8
photons = 1/np.expm1(w/T_hot)
photo = sigma_bf(2, k)
saha = 2**2*(2*np.pi/T_hot)**1.5*np.exp(1/8/T_hot)
ionise = saha*np.sum(dE*(FINE*w/np.pi)**2*photons*photo)
capture = np.sum(dE*k*maxwell(E, T_hot)*milne(2, k, photo)*(1 + photons))
assert abs(ionise/capture - 1) < 1e-10

# Recombination coefficients at the chosen temperature
T_K = 1.0e4
T = const.k*T_K/HARTREE_J
N = 300
shells = np.arange(1, N + 1)
alpha = np.array([alpha_shell(int(n), T) for n in shells])*RATE
for n in (1, 10, N):
    finer = alpha_shell(n, T, 96)*RATE
    assert abs(alpha[n - 1]/finer - 1) < 1e-6


def log_law(n1, n2):
    """A and B of n^3 alpha_n = A + B ln n through two exact shells."""
    y1, y2 = n1**3*alpha[n1 - 1], n2**3*alpha[n2 - 1]
    B = (y2 - y1)/np.log(n2/n1)
    return y1 - B*np.log(n1), B


def law_sum(law, first, final):
    n = np.arange(first, final + 1, dtype=float)
    return np.sum((law[0] + law[1]*np.log(n))/n**3)


# Test: the extrapolation law predicts a block of shells known exactly
block = alpha[150:300].sum()
predicted = law_sum(log_law(75, 150), 151, 300)
assert abs(predicted/block - 1) < 0.01

law = log_law(150, 300)
tail = law_sum(law, N + 1, 1000000)
case_A = alpha.sum() + tail
case_B = case_A - alpha[0]
assert abs(case_A - 4.2e-13) < 0.05e-13   # the two quoted digits
assert abs(case_B - 2.6e-13) < 0.05e-13

print(f"Temperature: {T_K:.0f} K")
print(f"kT: {T:.6f} hartree")
print(f"Fine-structure constant: {FINE:.8f}")
print(f"Atomic unit of area: {AREA:.5e} cm^2")
print(f"Atomic unit of rate coefficient: {RATE:.5e} cm^3/s")
k_th = np.sqrt(2*T)
print(f"Electron momentum at E = kT: {k_th:.6f} a.u.")
print(f"Photon energy, n=2, E=kT: {T + 1/8:.6f} hartree")
for l, ln_s, X, Y in ladder(2, k_th):
    scale = np.exp(ln_s[0])
    print(f"n=2, E=kT: X_{l} = {scale*X[0]:.5f}, Y_{l} = {scale*Y[0]:.5f} a.u.")
print(f"n=2, E=kT: S_2 = {shell_strength(2, k_th)[0]:.4f} a.u.")
for n in (1, 2):
    photo = sigma_bf(n, k_th)[0]
    print(f"n={n}, E=kT: sigma_bf = {photo*AREA:.4e} cm^2")
    print(f"n={n}, E=kT: sigma_fb = {milne(n, k_th, photo)*AREA:.4e} cm^2")
print(f"n=1 threshold sigma_bf: {sigma_bf(1, 1e-4)[0]*AREA:.4e} cm^2")
column = 1/(sigma_bf(1, k_th)[0]*AREA)
print(f"Column for unit optical depth, E=kT: {column:.3e} cm^-2")
for n in range(1, 7):
    print(f"alpha_{n}: {alpha[n - 1]:.4e} cm^3/s")
print(f"Sum n=1..10: {alpha[:10].sum():.4e} cm^3/s")
print(f"Sum n=1..100: {alpha[:100].sum():.4e} cm^3/s")
print(f"Sum n=1..300: {alpha.sum():.4e} cm^3/s")
print(f"Tail law A: {law[0]:.4e} cm^3/s, B: {law[1]:.4e} cm^3/s")
print(f"Tail n>300: {tail:.3e} cm^3/s")
print(f"Case A: {case_A:.4e} cm^3/s = {case_A*1e-6:.4e} m^3/s")
print(f"Case B: {case_B:.4e} cm^3/s = {case_B*1e-6:.4e} m^3/s")
print(f"Share of n=1 in case A: {alpha[0]/case_A:.4f}")
print(f"Test, ladder n=3, largest relative error: {ladder_error:.1e}")
print(f"Test, closure 1s: bound {bound_part:.5f}, free {free_part:.5f} a.u.")
print(f"Test, closure 1s: <r^2> = {mean_r2:.5f} a.u.")
print(f"Test, n=2, k=0.5 a.u.: Milne sigma_fb {by_milne*AREA:.6e} cm^2")
print(f"Test, same by scattering wave: {emission*AREA:.6e} cm^2")
print(f"Test, equilibrium at kT = {T_hot} hartree: ratio-1 = "
      f"{ionise/capture - 1:.1e}")
print(f"Test, block 151..300: exact {block:.4e} cm^3/s")
print(f"Test, block 151..300: predicted {predicted:.4e} cm^3/s")
print("OK")
```

Running it gives:

```
Temperature: 10000 K
kT: 0.031668 hartree
Fine-structure constant: 0.00729735
Atomic unit of area: 2.80029e-17 cm^2
Atomic unit of rate coefficient: 6.12616e-09 cm^3/s
Electron momentum at E = kT: 0.251667 a.u.
Photon energy, n=2, E=kT: 0.156668 hartree
n=2, E=kT: X_2 = 4.80743, Y_2 = 0.00000 a.u.
n=2, E=kT: X_1 = 4.66099, Y_1 = 1.30483 a.u.
n=2, E=kT: S_2 = 69.6501 a.u.
n=1, E=kT: sigma_bf = 5.3493e-18 cm^2
n=1, E=kT: sigma_fb = 2.5427e-21 cm^2
n=2, E=kT: sigma_bf = 7.3358e-18 cm^2
n=2, E=kT: sigma_fb = 1.2111e-21 cm^2
n=1 threshold sigma_bf: 6.3043e-18 cm^2
Column for unit optical depth, E=kT: 1.869e+17 cm^-2
alpha_1: 1.5819e-13 cm^3/s
alpha_2: 7.6973e-14 cm^3/s
alpha_3: 4.5542e-14 cm^3/s
alpha_4: 2.9640e-14 cm^3/s
alpha_5: 2.0525e-14 cm^3/s
alpha_6: 1.4870e-14 cm^3/s
Sum n=1..10: 3.7777e-13 cm^3/s
Sum n=1..100: 4.1543e-13 cm^3/s
Sum n=1..300: 4.1640e-13 cm^3/s
Tail law A: -1.0635e-11 cm^3/s, B: 6.5648e-12 cm^3/s
Tail n>300: 1.667e-16 cm^3/s
Case A: 4.1656e-13 cm^3/s = 4.1656e-19 m^3/s
Case B: 2.5837e-13 cm^3/s = 2.5837e-19 m^3/s
Share of n=1 in case A: 0.3798
Test, ladder n=3, largest relative error: 5.5e-10
Test, closure 1s: bound 2.14976, free 0.85024 a.u.
Test, closure 1s: <r^2> = 3.00000 a.u.
Test, n=2, k=0.5 a.u.: Milne sigma_fb 2.053746e-22 cm^2
Test, same by scattering wave: 2.053746e-22 cm^2
Test, equilibrium at kT = 0.2 hartree: ratio-1 = 2.2e-16
Test, block 151..300: exact 3.9762e-16 cm^3/s
Test, block 151..300: predicted 3.9758e-16 cm^3/s
OK
```
